# Muon relaxation in fluctuating Gaussian fields: Abragam function and Redfield rate: test program

```python
"""Muon relaxation by Gaussian fields with exponential correlation.

Results under test:
  transverse envelope (only the field along B fluctuates), Abragam function
      G(t) = exp[-(Delta^2/nu^2) (exp(-nu t) - 1 + nu t)]
  longitudinal rate (isotropic fluctuations, weak coupling), Redfield
      lambda = 2 Delta^2 nu / (nu^2 + omega^2)
Symbols: Delta = gamma * rms local field per component, nu = decay rate of the
field correlation, omega = gamma * applied field (along z).
The reference is the field-spin generator in a Hermite basis of the fields,
itself checked by random field paths with explicit spin rotations.
"""
import itertools
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.sparse import coo_matrix, diags, identity, kron
from scipy.sparse.linalg import expm_multiply, splu

ALONG_X = np.array([1.0, 0.0, 0.0])
ALONG_Z = np.array([0.0, 0.0, 1.0])
CIRCULAR = np.array([1.0, -1.0j, 0.0])


def abragam(t, delta, nu):
    return np.exp(-(delta / nu) ** 2 * (np.exp(-nu * t) - 1 + nu * t))


def redfield(delta, nu, omega):
    return 2 * delta**2 * nu / (nu**2 + omega**2)


def transverse_rate(delta, nu, omega):
    return delta**2 / nu + delta**2 * nu / (nu**2 + omega**2)


def generator(rms, nu, omega, max_level):
    """Averaged spin dynamics; rms holds the three field amplitudes."""
    states = [s for s in itertools.product(range(max_level + 1), repeat=3)
              if sum(s) <= max_level]
    index = {s: i for i, s in enumerate(states)}
    size = len(states)
    total = kron(diags([-nu * sum(s) for s in states]), identity(3))
    for axis in range(3):
        rows, cols, vals = [], [], []
        for s in states:
            up = list(s)
            up[axis] += 1
            up = tuple(up)
            if up in index:
                rows += [index[up], index[s]]
                cols += [index[s], index[up]]
                vals += [np.sqrt(up[axis])] * 2
        field = rms[axis] * coo_matrix((vals, (rows, cols)), shape=(size, size))
        if axis == 2:
            field = field + omega * identity(size)
        unit = np.eye(3)[axis]
        rotation = np.array([np.cross(unit, e) for e in np.eye(3)]).T
        total = total + kron(field, rotation)
    return total.tocsc()


def evolve(gen, start, t):
    vector = np.zeros(gen.shape[0])
    vector[:3] = start
    return expm_multiply(gen * t, vector)[:3]


def decay_mode(gen, guess, start):
    """Eigenvalue of the generator nearest to guess, by inverse iteration."""
    shifted = (gen - guess * identity(gen.shape[0])).astype(complex).tocsc()
    solver = splu(shifted)
    vector = np.zeros(gen.shape[0], dtype=complex)
    vector[:3] = start
    for _ in range(30):
        image = solver.solve(vector)
        value = guess + np.vdot(vector, vector) / np.vdot(vector, image)
        vector = image / np.linalg.norm(image)
    return value


def exact_longitudinal(delta, nu, omega, max_level=8):
    gen = generator([delta] * 3, nu, omega, max_level)
    return -decay_mode(gen, -redfield(delta, nu, omega), ALONG_Z).real


def exact_transverse(delta, nu, omega, max_level=8):
    gen = generator([delta] * 3, nu, omega, max_level)
    guess = 1j * omega - transverse_rate(delta, nu, omega)
    value = decay_mode(gen, guess, CIRCULAR)
    return -value.real, value.imag - omega


def random_paths(rms, nu, omega, start, t, steps=200, paths=20000):
    """Mean spin from sampled field paths and explicit rotations."""
    rng = np.random.default_rng(7)
    dt = t / steps
    keep = np.exp(-nu * dt)
    field = rng.standard_normal((paths, 3))
    spin = np.tile(start, (paths, 1))
    for _ in range(steps):
        new = keep * field + np.sqrt(1 - keep**2) * rng.standard_normal((paths, 3))
        turn = 0.5 * (field + new) * np.array(rms) + np.array([0, 0, omega])
        size = np.linalg.norm(turn, axis=1, keepdims=True) + 1e-300
        axis, angle = turn / size, size * dt
        along = np.sum(axis * spin, axis=1, keepdims=True)
        spin = (spin * np.cos(angle) + np.cross(axis, spin) * np.sin(angle)
                + axis * along * (1 - np.cos(angle)))
        field = new
    return spin.mean(axis=0)


# ---- dimensionless tests, Delta = 1 ----
print("Tests in units Delta = 1")
sampled = random_paths([0, 0, 1], 1.0, 0.0, ALONG_X, 2.0)[0]
print(f"G(t=2), nu=1: paths {sampled:.3f}, Abragam {abragam(2.0, 1, 1.0):.3f}")
assert abs(sampled - abragam(2.0, 1, 1.0)) < 0.02  # sampling error about 0.005

sampled = random_paths([1, 1, 1], 1.0, 2.0, ALONG_Z, 2.0)[2]
from_generator = evolve(generator([1, 1, 1], 1.0, 2.0, 16), ALONG_Z, 2.0)[2]
print(f"Pz(t=2), nu=1, omega=2: paths {sampled:.3f}, generator {from_generator:.3f}")
assert abs(sampled - from_generator) < 0.02

for nu in (0.5, 1.0, 10.0):
    value = evolve(generator([0, 0, 1], nu, 0.0, 16), ALONG_X, 3.0)[0]
    assert abs(value - abragam(3.0, 1, nu)) < 1e-5
near_static = evolve(generator([0, 0, 1], 0.05, 0.0, 16), ALONG_X, 1.0)[0]
assert abs(near_static - np.exp(-0.5)) < 0.01
narrowed = evolve(generator([0, 0, 1], 10.0, 0.0, 8), ALONG_X, 10.0)[0]
assert abs(narrowed / np.exp(-1.0) - np.exp(0.01)) < 1e-3


def telegraph(t, nu):
    """Two-valued field +-1 with the same correlation exp(-nu t)."""
    rates = np.array([[1j - nu / 2, nu / 2], [nu / 2, -1j - nu / 2]])
    return (expm(rates * t) @ np.array([0.5, 0.5])).sum().real


print(f"Telegraph field, nu=1, t=3: {telegraph(3.0, 1.0):.3f}, "
      f"Abragam {abragam(3.0, 1, 1.0):.3f}")
assert abs(telegraph(3.0, 1.0) - abragam(3.0, 1, 1.0)) > 0.1
assert abs(telegraph(20.0, 20.0) - abragam(20.0, 1, 20.0)) < 5e-3

for nu, omega, t in ((2.0, 3.0, 1.5), (0.5, 4.0, 3.0)):
    direct = quad(lambda s: 2 * (t - s) * np.exp(-nu * s) * np.cos(omega * s), 0, t)[0]
    z = nu - 1j * omega
    closed = redfield(1, nu, omega) * t - 2 * ((1 - np.exp(-z * t)) / z**2).real
    assert abs(direct - closed) < 1e-9

print("Longitudinal rate: nu, omega, exact/Redfield")
for nu, omega in ((10.0, 0.0), (10.0, 10.0), (1.0, 20.0), (0.25, 20.0)):
    ratio = exact_longitudinal(1, nu, omega, 10) / redfield(1, nu, omega)
    print(f"  {nu:5.2f} {omega:5.1f} {ratio:.5f}")
    assert abs(ratio - 1) < 5 / (nu**2 + omega**2)
errors = [exact_longitudinal(1, nu, 0.0) / redfield(1, nu, 0.0) - 1
          for nu in (10.0, 20.0)]
print(f"Error ratio on doubling nu at omega=0: {errors[0] / errors[1]:.2f}")
assert 3.6 < errors[0] / errors[1] < 4.4

slow = evolve(generator([1, 1, 1], 0.5, 0.0, 16), ALONG_Z, 1.0)[2]
print(f"Failure, nu=0.5, omega=0, t=1: exact Pz {slow:.3f}, "
      f"Redfield {np.exp(-redfield(1, 0.5, 0.0)):.3f}")
assert slow > 0.3 > 10 * np.exp(-redfield(1, 0.5, 0.0))

for nu, omega in ((20.0, 5.0), (20.0, 20.0)):
    rate, shift = exact_transverse(1, nu, omega)
    assert abs(rate / transverse_rate(1, nu, omega) - 1) < 0.02
    assert abs(shift / (omega / (nu**2 + omega**2)) - 1) < 0.02

high = evolve(generator([1, 1, 1], 1.0, 40.0, 12), ALONG_X, 2.0)
print(f"Isotropic, nu=1, omega=40, t=2: envelope {np.hypot(high[0], high[1]):.4f}, "
      f"Abragam {abragam(2.0, 1, 1.0):.4f}")
assert abs(np.hypot(high[0], high[1]) - abragam(2.0, 1, 1.0)) < 0.01

# ---- worked example: times in microseconds, fields in millitesla ----
moment = abs(constants.physical_constants["muon mag. mom."][0])
gamma = 2 * moment / constants.hbar * 1e-9  # rad per microsecond per mT
rms_field, nu = 0.5, 4.0
delta = gamma * rms_field
print("Worked example")
print(f"gamma = {gamma:.5f} rad/(us mT)")
print(f"rms field = {rms_field} mT, Delta = {delta:.4f} 1/us, nu = {nu} 1/us")
print(f"Delta^2/nu^2 = {(delta / nu)**2:.5f}")
print(f"Abragam rate Delta^2/nu = {delta**2 / nu:.5f} 1/us")
omega_tf = gamma * 100.0
print(f"omega at 100 mT = {omega_tf:.2f} rad/us")
gen_tf = generator([delta] * 3, nu, omega_tf, 6)
print("100 mT transverse: t/us, Abragam, exact isotropic envelope")
for t in (1.0, 4.0, 10.0):
    spin = evolve(gen_tf, ALONG_X, t)
    envelope = np.hypot(spin[0], spin[1])
    print(f"  {t:4.1f} {abragam(t, delta, nu):.4f} {envelope:.4f}")
    assert abs(envelope - abragam(t, delta, nu)) < 3e-3

omega_low = gamma * 2.0
rate, shift = exact_transverse(delta, nu, omega_low)
full = transverse_rate(delta, nu, omega_low)
print(f"2 mT transverse rate: exact {rate:.5f}, with nonsecular term {full:.5f} 1/us")
print(f"  exact / Abragam rate = {rate / (delta**2 / nu):.3f}")
assert abs(rate / full - 1) < 0.03 and rate > 1.7 * delta**2 / nu

print("Longitudinal: B/mT, omega/(rad/us), Redfield, exact (1/us)")
scan = {}
for b in (0.0, 2.0, 5.0, 10.0, 20.0):
    scan[b] = exact_longitudinal(delta, nu, gamma * b)
    formula = redfield(delta, nu, gamma * b)
    print(f"  {b:4.1f} {gamma * b:6.3f} {formula:.5f} {scan[b]:.5f}")
    assert abs(scan[b] / formula - 1) < 0.03
print(f"Field halving the rate, nu/gamma = {nu / gamma:.3f} mT")
intercept = 1 / scan[0.0]
slope = (1 / scan[10.0] - intercept) / 10.0**2
nu_found = gamma * np.sqrt(intercept / slope)
delta_found = np.sqrt(nu_found / (2 * intercept))
print(f"From exact rates at 0 and 10 mT: nu = {nu_found:.3f}, "
      f"Delta = {delta_found:.4f} 1/us")
assert abs(nu_found / nu - 1) < 0.03 and abs(delta_found / delta - 1) < 0.03

nu_slow = 0.1
print(f"Slow case nu = {nu_slow} 1/us: t/us, Abragam, static Gaussian, exp(-Delta^2 t/nu)")
for t in (1.0, 2.0, 4.0):
    print(f"  {t:3.1f} {abragam(t, delta, nu_slow):.4f} "
          f"{np.exp(-(delta * t)**2 / 2):.4f} {np.exp(-delta**2 * t / nu_slow):.4f}")

print("all tests passed")
```

Running it gives:

```
Tests in units Delta = 1
G(t=2), nu=1: paths 0.316, Abragam 0.321
Pz(t=2), nu=1, omega=2: paths 0.411, generator 0.405
Telegraph field, nu=1, t=3: -0.124, Abragam 0.129
Longitudinal rate: nu, omega, exact/Redfield
  10.00   0.0 1.00506
  10.00  10.0 0.99696
   1.00  20.0 1.00237
   0.25  20.0 1.00246
Error ratio on doubling nu at omega=0: 4.04
Failure, nu=0.5, omega=0, t=1: exact Pz 0.400, Redfield 0.018
Isotropic, nu=1, omega=40, t=2: envelope 0.3210, Abragam 0.3213
Worked example
gamma = 0.85162 rad/(us mT)
rms field = 0.5 mT, Delta = 0.4258 1/us, nu = 4.0 1/us
Delta^2/nu^2 = 0.01133
Abragam rate Delta^2/nu = 0.04533 1/us
omega at 100 mT = 85.16 rad/us
100 mT transverse: t/us, Abragam, exact isotropic envelope
   1.0 0.9664 0.9663
   4.0 0.8437 0.8433
  10.0 0.6428 0.6421
2 mT transverse rate: exact 0.08404, with nonsecular term 0.08370 1/us
  exact / Abragam rate = 1.854
Longitudinal: B/mT, omega/(rad/us), Redfield, exact (1/us)
   0.0  0.000 0.09066 0.09118
   2.0  1.703 0.07674 0.07680
   5.0  4.258 0.04250 0.04235
  10.0  8.516 0.01639 0.01637
  20.0 17.032 0.00474 0.00474
Field halving the rate, nu/gamma = 4.697 mT
From exact rates at 0 and 10 mT: nu = 3.984, Delta = 0.4262 1/us
Slow case nu = 0.1 1/us: t/us, Abragam, static Gaussian, exp(-Delta^2 t/nu)
  1.0 0.9160 0.9133 0.1631
  2.0 0.7120 0.6958 0.0266
  4.0 0.2794 0.2345 0.0007
all tests passed
```
